# Virial theorem and energy rescaling for Hartree-Fock atoms: a program that tests the result

```python
"""Virial theorem and uniform scaling for Hartree-Fock atoms.

Result under test: with kinetic energy T and total potential energy V of
orthonormal orbitals, the scaled orbitals sqrt(eta)*P(eta*r) have energy
eta^2*T + eta*V.  Its minimum is -V^2/(4T), at eta = -V/(2T).  A converged
Hartree-Fock atom in a scaling-closed set therefore has V = -2T.

P(r): radial orbital with integral of P^2 dr = 1;  Z: nuclear charge.
Atomic units inside; printed energies in eV and lengths in angstrom.
Main example: beryllium 1s2 2s2, solved in a Laguerre basis.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
Z = 4

# Radial quadrature on (0, infinity) and a matrix for running integrals.
NODES = 240
x, w = leggauss(NODES)
r = 2.0 * (1 + x) / (1 - x)
jacobian = 4.0 / (1 - x) ** 2
weight = w * jacobian
leg = legvander(x, NODES)
leg_integrals = np.column_stack([x + 1, leg[:, 2:] - leg[:, :-2]])
running = 0.5 * (leg_integrals @ leg[:, :NODES].T) * w * jacobian


def coulomb_matrix(k):
    """Maps f(r') to the integral of r_<^k / r_>^(k+1) f(r') dr'."""
    inner = running * r[None, :] ** k / r[:, None] ** (k + 1)
    outer = (weight - running) * r[:, None] ** k / r[None, :] ** (k + 1)
    return inner + outer


U0 = coulomb_matrix(0)


def basis(s, size, lam, derivative=False):
    """Orthonormal s-type functions r*exp(-lam*r)*Laguerre, or derivatives."""
    columns = []
    for n in range(size):
        norm = np.sqrt((2 * lam) ** 3 / ((n + 1) * (n + 2)))
        poly = eval_genlaguerre(n, 2, 2 * lam * s)
        if derivative:
            slope = (eval_genlaguerre(n - 1, 3, 2 * lam * s)
                     if n > 0 else np.zeros_like(s))
            value = (1 - lam * s) * poly - 2 * lam * s * slope
        else:
            value = s * poly
        columns.append(norm * np.exp(-lam * s) * value)
    return np.column_stack(columns)


def self_consistent_field(size, lam, passes=100):
    """Orbital coefficients of every pass; pass 1 has no repulsion."""
    chi = basis(r, size, lam)
    dchi = basis(r, size, lam, derivative=True)
    core = 0.5 * dchi.T @ (weight[:, None] * dchi)
    core -= Z * chi.T @ ((weight / r)[:, None] * chi)
    fock, history = core.copy(), []
    for _ in range(passes):
        coef = eigh(fock)[1][:, :2]
        history.append(coef)
        P = chi @ coef
        direct = U0 @ (2 * np.sum(P ** 2, axis=1))
        new = core + chi.T @ ((weight * direct)[:, None] * chi)
        for a in range(2):
            pa = P[:, a:a + 1]
            new -= chi.T @ (weight[:, None] * pa * (U0 @ (pa * chi)))
        fock = 0.5 * (fock + 0.5 * (new + new.T))  # damped update
    return history


def make_orbitals(coef, lam):
    return lambda s: basis(s, len(coef), lam) @ coef


def scaled(orbitals, eta):
    return lambda s: np.sqrt(eta) * orbitals(eta * s)


def energy_parts(orbitals):
    """T, nuclear attraction, repulsion of 1s2 2s2 by direct quadrature."""
    h = 2e-4
    P = orbitals(r)
    dP = (orbitals(r - 2 * h) - 8 * orbitals(r - h)
          + 8 * orbitals(r + h) - orbitals(r + 2 * h)) / (12 * h)
    kinetic = np.sum(weight[:, None] * dP ** 2)
    attraction = -2 * Z * np.sum((weight / r)[:, None] * P ** 2)
    a, b = P[:, 0], P[:, 1]

    def slater(f, g):
        return np.sum(weight * f * (U0 @ g))

    repulsion = (slater(a * a, a * a) + slater(b * b, b * b)
                 + 4 * slater(a * a, b * b) - 2 * slater(a * b, a * b))
    return kinetic, attraction, repulsion


def t_and_v(orbitals):
    kinetic, attraction, repulsion = energy_parts(orbitals)
    return kinetic, attraction + repulsion


def mean_radii(orbitals):
    return (weight * r) @ orbitals(r) ** 2


# Converged beryllium and its first, unconverged pass.
LAM, SIZE = 2.0, 24
history = self_consistent_field(SIZE, LAM)
converged = make_orbitals(history[-1], LAM)
T_hf, V_hf = t_and_v(converged)
E_hf = T_hf + V_hf
assert abs(V_hf / T_hf + 2) < 1e-6

first = make_orbitals(history[0], LAM)
T1, attraction1, repulsion1 = energy_parts(first)
V1 = attraction1 + repulsion1
E1 = T1 + V1
exact_repulsion = Z * (5 / 8 + 77 / 512 + 4 * 17 / 81 - 2 * 16 / 729)
assert abs(T1 - 1.25 * Z ** 2) < 1e-7
assert abs(attraction1 + 2.5 * Z ** 2) < 1e-7
assert abs(repulsion1 - exact_repulsion) < 1e-7

# Scaling laws: the scaled orbitals are integrated afresh.
for eta in (0.7, 1.3):
    trial = scaled(first, eta)
    P = trial(r)
    assert np.allclose(P.T @ (weight[:, None] * P), np.eye(2), atol=1e-8)
    parts = energy_parts(trial)
    assert abs(parts[0] - eta ** 2 * T1) < 1e-6
    assert abs(parts[1] - eta * attraction1) < 1e-6
    assert abs(parts[2] - eta * repulsion1) < 1e-6
    assert np.allclose(mean_radii(trial), mean_radii(first) / eta, atol=1e-7)


# Centrifugal term and higher Slater integrals, on a p-type function.
def p_function(s):
    return s ** 2 * (1 + 0.5 * s) * np.exp(-2 * s)


eta_p = 0.8
p_old, p_new = p_function(r), np.sqrt(eta_p) * p_function(eta_p * r)
centrifugal = [np.sum(weight * p ** 2 / r ** 2) for p in (p_old, p_new)]
assert abs(centrifugal[1] / centrifugal[0] - eta_p ** 2) < 1e-8
slater_ratios = []
for k in (0, 1, 2):
    Uk = coulomb_matrix(k)
    old, new = [np.sum(weight * p ** 2 * (Uk @ p ** 2))
                for p in (p_old, p_new)]
    slater_ratios.append(new / old)
assert np.allclose(slater_ratios, eta_p, atol=1e-8)

# Best scale: numerical minimum of the directly integrated energy.
eta1 = -V1 / (2 * T1)
E1_best = -V1 ** 2 / (4 * T1)
search = minimize_scalar(lambda e: sum(energy_parts(scaled(first, e))),
                         bounds=(0.5, 1.5), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - eta1) < 1e-5
assert abs(search.fun - E1_best) < 1e-7
T1s, V1s = t_and_v(scaled(first, eta1))
assert abs(V1s / T1s + 2) < 1e-7
assert E1_best > E_hf + 0.01  # obeys the virial theorem, yet not converged

# Later passes: rescaling lowers the energy but never below the HF energy.
table = []
for number in (1, 2, 3, 4, 6, 8):
    T, V = t_and_v(make_orbitals(history[number - 1], LAM))
    E, E_best = T + V, -V ** 2 / (4 * T)
    assert E_hf - 1e-8 < E_best < E + 1e-10
    table.append((number, -V / T, E - E_hf, E_best - E_hf))


# Three-function basis: fixed exponent, then optimized common exponent.
def small_basis(lam):
    return t_and_v(make_orbitals(self_consistent_field(3, lam)[-1], lam))


LAM_FIXED = 1.5
T_fix, V_fix = small_basis(LAM_FIXED)
optimum = minimize_scalar(lambda lam: sum(small_basis(lam)),
                          bounds=(1.2, 5.0), method="bounded",
                          options={"xatol": 1e-8})
T_opt, V_opt = small_basis(optimum.x)
assert abs(V_fix / T_fix + 2) > 1e-3
assert abs(V_opt / T_opt + 2) < 1e-5
# Re-solving at the best exponent is at least as good as rescaling alone.
assert T_opt + V_opt <= -V_fix ** 2 / (4 * T_fix) + 1e-8


# Independent Gaussian-basis calculations.
def gaussian_atom(symbol, shells):
    functions = [[l, [start * ratio ** i, 1.0]]
                 for l, start, ratio, count in shells for i in range(count)]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: functions}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    energy = mf.kernel()
    assert mf.converged
    kinetic = np.einsum("ij,ji", mol.intor("int1e_kin"), mf.make_rdm1())
    return kinetic, energy - kinetic


T_be, V_be = gaussian_atom("Be", [(0, 0.02, 2.0, 24)])
assert abs(T_be + V_be - E_hf) < 2e-5
T_ne, V_ne = gaussian_atom("Ne", [(0, 0.1, 2.2, 21), (1, 0.1, 2.2, 13)])
assert abs(V_ne / T_ne + 2) < 1e-5

radii = [mean_radii(f) * ANG for f in (first, scaled(first, eta1), converged)]
print(f"Hartree energy: {EV:.6f} eV; Bohr radius: {ANG:.6f} angstrom")
print(f"Beryllium, nuclear charge Z = {Z}")
print("First pass (bare-nucleus orbitals):")
print(f"  kinetic energy T = {T1 * EV:.4f} eV")
print(f"  nuclear attraction = {attraction1 * EV:.4f} eV")
print(f"  electron repulsion = {repulsion1 * EV:.4f} eV")
print(f"  potential energy V = {V1 * EV:.4f} eV")
print(f"  energy T + V = {E1 * EV:.4f} eV")
print(f"  ratio -V/T = {-V1 / T1:.6f}")
print(f"  best scale eta = {eta1:.6f}; by direct search {search.x:.6f}")
print(f"  rescaled energy -V^2/(4T) = {E1_best * EV:.4f} eV"
      f" = {E1_best:.6f} hartree")
print(f"  minimum by direct search = {search.fun * EV:.4f} eV")
print(f"  rescaled T = {T1s * EV:.4f} eV, rescaled V = {V1s * EV:.4f} eV")
print(f"  energy gain = {(E1 - E1_best) * EV:.4f} eV")
print(f"  share of the error removed = "
      f"{100 * (E1 - E1_best) / (E1 - E_hf):.2f} percent")
print("Converged Hartree-Fock:")
print(f"  T = {T_hf * EV:.4f} eV, V = {V_hf * EV:.4f} eV")
print(f"  energy = {E_hf * EV:.4f} eV = {E_hf:.6f} hartree")
print(f"  ratio -V/T = {-V_hf / T_hf:.9f}")
print(f"  energy in Gaussian basis = {(T_be + V_be) * EV:.4f} eV")
print("Mean radii in angstrom (1s, 2s):")
for label, pair in zip(("first pass", "rescaled", "converged"), radii):
    print(f"  {label}: {pair[0]:.4f}, {pair[1]:.4f}")
print("Pass, -V/T, error of E (eV), error of -V^2/(4T) (eV):")
for number, ratio, error, error_best in table:
    print(f"  {number}  {ratio:.6f}  {error * EV:.5f}  {error_best * EV:.5f}")
print("Three-function basis, self-consistent:")
print(f"  fixed exponent {LAM_FIXED / ANG:.4f} per angstrom:"
      f" E = {(T_fix + V_fix) * EV:.4f} eV, -V/T = {-V_fix / T_fix:.6f}")
print(f"  its rescaled energy = {-V_fix ** 2 / (4 * T_fix) * EV:.4f} eV")
print(f"  best exponent {optimum.x / ANG:.4f} per angstrom:"
      f" E = {(T_opt + V_opt) * EV:.4f} eV, -V/T = {-V_opt / T_opt:.6f}")
print(f"p-type test, eta = {eta_p}: centrifugal ratio"
      f" {centrifugal[1] / centrifugal[0]:.6f}")
print("  Slater integral ratios, k = 0, 1, 2: "
      + ", ".join(f"{q:.6f}" for q in slater_ratios))
print(f"Neon, Gaussian basis: E = {(T_ne + V_ne) * EV:.3f} eV,"
      f" -V/T = {-V_ne / T_ne:.7f}")
print("every check passed")
```

It prints:

```
Hartree energy: 27.211386 eV; Bohr radius: 0.529177 angstrom
Beryllium, nuclear charge Z = 4
First pass (bare-nucleus orbitals):
  kinetic energy T = 544.2277 eV
  nuclear attraction = -1088.4554 eV
  electron repulsion = 170.9965 eV
  potential energy V = -917.4590 eV
  energy T + V = -373.2313 eV
  ratio -V/T = 1.685800
  best scale eta = 0.842900; by direct search 0.842900
  rescaled energy -V^2/(4T) = -386.6630 eV = -14.209605 hartree
  minimum by direct search = -386.6630 eV
  rescaled T = 386.6630 eV, rescaled V = -773.3261 eV
  energy gain = 13.4318 eV
  share of the error removed = 57.60 percent
Converged Hartree-Fock:
  T = 396.5522 eV, V = -793.1043 eV
  energy = -396.5522 eV = -14.573023 hartree
  ratio -V/T = 2.000000019
  energy in Gaussian basis = -396.5521 eV
Mean radii in angstrom (1s, 2s):
  first pass: 0.1984, 0.7938
  rescaled: 0.2354, 0.9417
  converged: 0.2196, 1.4020
Pass, -V/T, error of E (eV), error of -V^2/(4T) (eV):
  1  1.685800  23.32090  9.88912
  2  1.832353  7.21115  3.92448
  3  1.911119  2.35532  1.50085
  4  1.952509  0.79766  0.56338
  6  1.985725  0.10153  0.08105
  8  1.995419  0.01438  0.01229
Three-function basis, self-consistent:
  fixed exponent 2.8346 per angstrom: E = -369.9482 eV, -V/T = 2.327678
  its rescaled energy = -377.4278 eV
  best exponent 3.8392 per angstrom: E = -384.1874 eV, -V/T = 2.000000
p-type test, eta = 0.8: centrifugal ratio 0.640000
  Slater integral ratios, k = 0, 1, 2: 0.800000, 0.800000, 0.800000
Neon, Gaussian basis: E = -3497.944 eV, -V/T = 2.0000003
every check passed
```
